# Coated depth and gap height in a wide slit

**Setting.** A vapour precursor coats the inside of a slit between two parallel walls a distance $H$ apart. The reaction is self-limiting: each wall binds at most $s_0$ molecules per unit area. The slit is much deeper than the coated depth $x$, and its lateral width is much larger than $x$, so side walls play no part. The precursor density at the mouth is $n_0$ during a pulse of length $t$, and $E=n_0t$ is the exposure. A molecule striking a bare wall reacts with probability $\beta$; otherwise it is re-emitted diffusely. The coverage $\theta$ is the filled fraction of sites, and $\bar v=\sqrt{8k_BT/\pi m}$ is the mean thermal speed of the precursor. When gaps are compared, $E$, $T$, $\beta$ and $s_0$ are held fixed.

## Part (a): the sharp front

*Assume that the walls are saturated up to depth $x$ and bare beyond it, and that the precursor diffuses with diffusivity $D$. Find $x$. Show that it is linear in $H$ if $D\propto H$, and proportional to $\sqrt H$ if $D$ does not depend on $H$.*

**Answer.** Saturated walls consume nothing, so the flux through the coated stretch is uniform and the density falls linearly from $n_0$ at the mouth to nearly zero at the front. Per unit lateral width, the opening has area $H$ and passes $HDn_0/x$ molecules per second. An advance $dx$ of the front fills $s_0\,dx$ sites on each of two walls. Hence

$$\frac{HDn_0}{x}=2s_0\frac{dx}{dt}.$$

Multiplying by $x$ and integrating from $x=0$ at $t=0$ gives $HDn_0t=s_0x^2$, or

$$x=\sqrt{\frac{DHE}{s_0}} .$$

The gap enters once explicitly, because a taller opening supplies more gas to the same wall area, and possibly again through $D$. Taking logarithms and differentiating at fixed $E$ and $s_0$,

$$\frac{d\ln x}{d\ln H}=\frac12+\frac12\frac{d\ln D}{d\ln H}.$$

In Knudsen flow the walls limit the free flights. The simplest estimate takes the diffusivity $d\bar v/3$ of a long round tube of diameter $d$ and replaces $d$ by the hydraulic diameter, four times the area over the perimeter, which is $2H$ for a wide slit. Then $D_K=2H\bar v/3\propto H$ and the exponent is 1. If gas collisions limit the flights, $D$ equals the gas diffusivity $D_g$, which is set by temperature, total pressure and composition. With these fixed, the exponent is $1/2$.

Parts (c) and (d) examine whether $D\propto H$ is justified for a wide slit.

## Part (b): finite sticking probability

*Real fronts have a width. Define $x$ as the depth where $\theta=1/2$, and let $k=\beta\bar v/4$. Neglecting the gas stored in the slit and any density difference across the gap, show that finite $\beta$ leaves both scaling laws intact, and find when the result of part (a) is recovered.*

**Answer.** The impingement rate is $n\bar v/4$, and reaction needs a free site, so

$$s_0\frac{\partial\theta}{\partial t}=kn(1-\theta).$$

The gas lost to the two walls must be supplied by diffusion:

$$HD\frac{\partial^2n}{\partial x^2}=2kn(1-\theta)=2s_0\frac{\partial\theta}{\partial t}.$$

Let $u(x)=(k/s_0)\int_0^t n\,dt'$. The first equation, integrated from a bare wall, gives $-\ln(1-\theta)=u$, so $\theta=1-e^{-u}$. The second, integrated over time and multiplied by $k/(s_0HD)$, gives

$$u''=\frac{1-e^{-u}}{\lambda^2},\qquad \lambda^2=\frac{HD}{2k}.$$

Multiply by $u'$ and integrate. Deep in the slit both $u$ and $u'$ vanish, which fixes the constant:

$$\tfrac12u'^2=\frac{u-1+e^{-u}}{\lambda^2}.$$

Since $u$ decreases with depth, the negative root applies. At the mouth $u=u_0=kE/s_0$, and half coverage means $u=\ln2$. Separating variables,

$$x=\lambda\int_{\ln2}^{u_0}\frac{du}{\sqrt{2(u-1+e^{-u})}} .$$

The limits do not contain $H$. Therefore, within this one-dimensional model, $x\propto\lambda\propto\sqrt{DH}$ at any $u_0>\ln2$, the same dependence on gap as in part (a). The model takes the density as uniform from wall to wall, which for gas diffusion requires $kH/(2D)\ll1$. With very reactive walls and a wide gap, a front only about one gap deep need not follow the square-root law.

For large $u$ the integrand approaches $1/\sqrt{2u}$, and the difference falls as $u^{-3/2}$, whose integral converges. Thus $x=\lambda\sqrt{2u_0}$ plus a correction of order $\lambda$. The leading term is

$$\lambda\sqrt{2u_0}=\sqrt{\frac{HD}{2k}\,\frac{2kE}{s_0}}=\sqrt{\frac{DHE}{s_0}},$$

and the relative correction is of order $u_0^{-1/2}$. The diffusion-limited regime is therefore $u_0\gg1$: the front is then narrow compared with the coated depth.

## Part (c): no gas collisions

*Suppose gas collisions are negligible on every flight between the walls, even on one as long as the coated depth. Without assuming any diffusivity, show that $x$ is proportional to $H$.*

**Answer.** A molecule leaves one wall diffusely and lands on the other. Let $z$ be its displacement along the slit and $y$ its lateral displacement. The flight length is $r=\sqrt{H^2+z^2+y^2}$, and the cosine to the normal is $H/r$ at both walls. The probability per unit area of landing is $(H/r)^2/(\pi r^2)$. Using $\int_{-\infty}^{\infty}dy/(a^2+y^2)^2=\pi/(2a^3)$ with $a^2=H^2+z^2$, the probability per unit length is

$$K(z)=\int_{-\infty}^{\infty}\frac{H^2\,dy}{\pi(H^2+z^2+y^2)^2}=\frac{H^2}{2(H^2+z^2)^{3/2}} .$$

Let $I(x)$ be the flux striking either wall, in units of $n_0\bar v/4$. It has a direct part from the mouth and a part re-emitted by the opposite wall:

$$I(x)=\int_x^\infty K(z)\,dz+\int_0^\infty K(x-x')\{1-\beta[1-\theta(x')]\}I(x')\,dx'.$$

The direct term follows because the reservoir gas is isotropic: through the mouth it sends what equilibrium walls continued outside would send. Flight times are neglected against the pulse length. With the fluence $\Phi=E\bar v/(4s_0)$, the coverage obeys

$$\frac{\partial\theta}{\partial\Phi}=\beta(1-\theta)I .$$

Now measure lengths in gaps: $\xi=x/H$ and $\zeta=z/H$. Then

$$K(z)\,dz=\frac{d\zeta}{2(1+\zeta^2)^{3/2}},$$

and $H$ disappears from both equations. The coverage depends on $\xi$, $\Phi$ and $\beta$ alone, so half coverage lies at

$$x=H\,f(\Phi,\beta).$$

At fixed exposure this is exactly linear within the collisionless model.

The prefactor is another matter. Since $K$ falls as $|z|^{-3}$, its second moment up to $|z|=Z$ grows as $H^2\ln(Z/H)$. A wide collisionless slit therefore has no diffusivity of the form constant $\times H\bar v$ that holds at all depths. The linear law survives because the longest useful flight is set by $x$, and $x/H$ is the same for all gaps.

## Part (d): gas collisions inside the slit

*Let the precursor have mean free path $\ell$, independent of speed, with isotropic scattering, and let $x\gg\ell,H$. Find $D(H)$ and the local exponent for $H\gg\ell$ and for $H\ll\ell$. Is $H\ll\ell$ sufficient for a linear law?*

**Answer.** The diffusivity along the slit is $D=\int_0^\infty\langle v_x(0)v_x(t)\rangle dt$. After an isotropic collision or a diffuse wall impact the mean of $v_x$ is zero, so the correlation lasts only until the first such event. For a molecule a distance $d$ from the wall along its path, the mean distance travelled before that event is

$$\int_0^d e^{-s/\ell}ds=\ell(1-e^{-d/\ell}).$$

Let $\mu$ be the cosine between the velocity and the wall normal. Averaged over azimuth, $v_x^2=v^2(1-\mu^2)/2$. By symmetry take $0<\mu<1$; then $d=y/\mu$, where $y$ is now the distance to the wall ahead, uniform between 0 and $H$. Averaging over $y$ and $\mu$,

$$D=\frac{\bar v\ell}{2}\int_0^1(1-\mu^2)\left[1-\frac{\mu\ell}{H}\left(1-e^{-H/(\mu\ell)}\right)\right]d\mu .$$

Without walls the bracket is 1 and the integral is $2/3$, so $D_g=\bar v\ell/3$. This relation defines $\ell$ from a known $D_g$.

**Wide gap, $H\gg\ell$.** The exponential is at most $e^{-H/\ell}$ and can be dropped. With $\int_0^1(1-\mu^2)\mu\,d\mu=1/4$,

$$\frac{D}{D_g}=\frac32\left(\frac23-\frac{\ell}{4H}\right)=1-\frac{3\ell}{8H}.$$

The diffusivity becomes independent of $H$, and the exponent tends to $1/2$.

**Narrow gap, $H\ll\ell$.** Put $h=H/\ell$, $s=h/\mu$ and $g(s)=1-(1-e^{-s})/s$. Since $d\mu=-h\,ds/s^2$,

$$D=\frac{\bar v\ell h}{2}\left[\int_h^\infty\frac{g}{s^2}ds-h^2\int_h^\infty\frac{g}{s^4}ds\right].$$

In the second integral small $s$ dominates, where $g\simeq s/2$; with its factor $h^2$ it tends to $1/4$. In the first, write $g/s^2=s^{-2}-s^{-3}+e^{-s}s^{-3}$ and integrate the last term by parts twice:

$$\int_h^\infty\frac{e^{-s}}{s^3}ds=\frac{e^{-h}}{2h^2}-\frac{e^{-h}}{2h}+\frac12\int_h^\infty\frac{e^{-s}}{s}ds .$$

The remaining integral is $-\ln h-\gamma$ for small $h$, with $\gamma=0.5772$ Euler's constant. Expanding the exponentials, the right side is

$$\frac1{2h^2}-\frac1h+\frac34+\frac12\left(\ln\frac1h-\gamma\right).$$

The other two terms contribute $1/h-1/(2h^2)$, which cancels the divergent powers. The square bracket in $D$ is then $\frac34-\frac14+\frac12(\ln\frac1h-\gamma)$, and

$$D=\frac{H\bar v}{4}L,\qquad L=\ln\frac{\ell}{H}+1-\gamma .$$

Since $dL/d\ln H=-1$, we have $d\ln D/d\ln H=1-1/L$, and

$$\frac{d\ln x}{d\ln H}=1-\frac1{2L}.$$

So $H\ll\ell$ alone is not sufficient. If $H\ll\ell\ll x$, the longest flights are cut off at $\ell$, which does not grow with the gap, and the exponent stays somewhat below 1. Evaluated from the full integral, it is 0.932 at $H/\ell=0.001$, 0.831 at 0.1, 0.663 at 1 and 0.519 at 10. Exact linearity belongs to the limit of part (c), where $\ell$ is much longer than the coated depth.

A random-flight calculation with diffuse walls supports the integral: at $H/\ell=0.1$, 1 and 10 it gives $D/D_g=0.208$, 0.697 and 0.964, against 0.209, 0.684 and 0.963 from the formula.

## Part (e): two reactors, one exposure

*Trimethylaluminium is pulsed in nitrogen at 573 K to grow alumina by atomic layer deposition. Its partial pressure is 0.01 Torr for 1 s. Take $\beta=0.01$ and $s_0=4.0\ \mathrm{nm^{-2}}$. A hard-sphere estimate gives $D_g=1834\ \mathrm{cm^2/s}$ at 0.1 Torr total pressure and $0.241\ \mathrm{cm^2/s}$ at 760 Torr. Find the coated depths for gaps of 0.2 and 0.4 µm at 0.1 Torr, and of 2 and 4 µm at 760 Torr.*

**Answer.** The mean speed is 410 m/s, so $k=0.01\times410/4=1.03$ m/s. The ideal gas law gives $E=1.685\times10^{20}\ \mathrm{s/m^3}$. Then

$$u_0=\frac{1.026\times1.685\times10^{20}}{4.0\times10^{18}}=43.2,$$

so the coating is diffusion-limited. The effective mean free path of part (d), $\ell=3D_g/\bar v$, is 1341 µm at 0.1 Torr and 0.177 µm at 760 Torr.

**At 760 Torr** the gaps are about 11 and 23 mean free paths, so use $D_g$. With $E/s_0=0.421$ s/cm, the front law for the 2 µm gap gives

$$x=\sqrt{0.2413\times(2\times10^{-4})\times0.421}\ \mathrm{cm}=45.1\ \text{µm},$$

and for 4 µm it gives 63.8 µm. The integral of part (b) lowers these to 43.8 and 61.9 µm, about 3% less. The ratio is 1.414, as the square-root law requires. A transient solution that keeps the stored gas also gives 43.8 and 61.9 µm.

**At 0.1 Torr** the hydraulic-diameter estimate for the 0.2 µm gap is $D_K=0.547\ \mathrm{cm^2/s}$. Part (b) then gives 20.8 µm, and 41.7 µm for the doubled gap. These obey the linear law, but their prefactor is only an estimate.

Solving the flight equations of part (c) numerically, with $\Phi=4321$, gives 26.8 and 53.3 µm. The ratio is 1.986, an exponent of 0.990. Both solutions used cells 0.2 µm long, as long as the smaller gap itself. In scaled variables the two calculations differ only in cell size, so the small departure from 2 is a discretization error. Finer cells lower the depths by less than 1%, to 26.6 and 53.2 µm. At 0.4 µm the collisionless depth is 1.28 times the hydraulic-diameter value.

The larger depth, 53.3 µm, is 0.040 of the effective mean free path $\ell$. Actual collisions are more frequent than $\ell$ suggests, because a heavy precursor molecule keeps much of its velocity when it hits a light nitrogen molecule. The same hard spheres give about 425 µm between collisions, so a flight as long as the coated depth has about a 12% chance of one. Most flights are far shorter. Even if every interrupted flight is given no displacement at all, the computed depth falls by only about 2%, which justifies using part (c). A molecule that reaches this depth has followed a zigzag path of about 1.0 mm on average, with two or three gas collisions, but these interrupt only a few of its many flights.

## Part (f): what the model leaves out

*Estimate the main corrections for these examples. In particular, the exposure at 760 Torr may be known only outside a stagnant gas layer of thickness $R=1$ mm. How does this change the depth in the 4 µm gap?*

**Answer.** Suppose first that the outer surface around the mouth takes up no precursor, being inert or already saturated. Gas then converges from a half-plane onto a strip of width $H$. Take the outer edge of the layer as a half-cylinder of radius $R$ about the mouth; a flat edge would change the logarithm below only slightly. Let $Q$ be the flow per unit lateral width. A line sink of strength $q$ on the edge of a half-plane draws a flux $q/(\pi r)$, so the density difference between distances $r$ and $R$ is $(q/\pi D_g)\ln(R/r)$. Let the flow be distributed over the strip as $Q/(\pi\sqrt{a^2-s^2})$, with $a=H/2$. Writing positions as $a\cos\varphi$ and $a\cos\psi$, this weight is uniform in $\psi$, and

$$\ln|\cos\varphi-\cos\psi|=-\ln2-\sum_{m\ge1}\frac2m\cos m\varphi\cos m\psi .$$

Averaging over $\psi$ leaves $-\ln2$ for every $\varphi$, so the mouth density is uniform. For $R\gg H$ the total drop is $(Q/\pi D_g)\ln(2R/a)$. Setting it equal to $Qe/(HD_g)$, the drop along an extra slit length $e$, gives

$$e=\frac H\pi\ln\frac{4R}{H}=\frac{4}{\pi}\ln(1000)\ \text{µm}=8.80\ \text{µm}.$$

The front balance becomes $HD_gn_0/(x+e)=2s_0\,dx/dt$, with $n_0$ now the density outside the layer. Integration gives $x^2+2ex=x_0^2$, where $x_0=63.8$ µm is the front depth without the layer. Thus

$$x=\sqrt{x_0^2+e^2}-e=55.6\ \text{µm},$$

a reduction of 13%. The flow distribution assumed at the mouth is approximate; the exact flow into a slit makes $e$ about 1% larger. Because $e$ grows faster with $H$ than $x_0$ does, this resistance also pushes the apparent exponent below $1/2$. The square-root law refers to equal exposure at the mouth.

If the outer surface is instead bare and reacts like the slit walls, it matters far more than the converging flow. Precursor crossing the layer needs about $s_0R/(D_gn_0)=0.98$ s to saturate it, nearly the whole pulse. For a flat surface under the layer, $D_g(n_0-n)/R=s_0\,d\theta/dt$, where $n$ is the density at the surface. Integrating over the pulse and multiplying by $kR/(s_0D_g)$ gives

$$u_0-u_m=\frac{kR}{D_g}\left(1-e^{-u_m}\right),$$

where $u_m$ is the value of $u$ at the surface. With $kR/D_g=42.5$ and $u_0=43.2$, $u_m$ is only about 2.9. Used as the mouth value in part (b), it gives a depth of about 12 µm, and the slit's own draw lowers this further. This figure is fragile because $u_0$ and $kR/D_g$ nearly cancel: a $D_g$ smaller or larger by 10% gives about 8.5 or 19 µm. The 13% reduction therefore applies only when the outer surface consumes no precursor.

The other corrections at 760 Torr are smaller:

- Residual wall collisions, from part (d), reduce the half-coverage depths to 43.1 and 61.4 µm and raise the exponent to 0.512.
- The gas stored in the 4 µm slit is $n_0H/(2s_0)=8.4\times10^{-5}$ of the wall capacity, so its neglect is safe.
- Reaction competes with diffusion across half the gap in the ratio $kH/(2D_g)=0.085$, so the density is nearly uniform from wall to wall.

**Comparison with real coatings.** The sticking probability, site density and collision diameters are rough values for this chemistry. A 1 s pulse is long for an atmospheric reactor that moves the substrate between gas zones; at fixed total pressure, the model depends on the precursor's partial pressure and the pulse time only through their product, provided gas storage stays negligible. The constant gap is an assumption that a growing film breaks. At a rough 0.1 nm per cycle on each wall, 100 cycles close the gap by 20 nm, or 10% of a 0.2 µm slit. The linear law then makes the depth reached in a late pulse about 10% smaller. The depths refer to the trimethylaluminium half-cycle alone; a film grows only as deep as the co-reactant pulse also reaches. The model also omits reaction products that block sites and slow or reversible adsorption, whose effects are not estimated here.

The complete numerical values are in the output below.

## Numbers as computed

```
temperature 573 K, mean speed 410.2 m/s
partial pressure 0.01 Torr, pulse 1.0 s
exposure 0.010 Torr s = 1.685e+20 s/m^3
site density 4.0 nm^-2, sticking 0.01
collision diameters 0.60, 0.37 nm
reaction velocity k 1.0256 m/s
u0 = kE/s0 43.21, fluence E v/(4 s0) 4320.9
total 0.1 Torr: D_gas 1834 cm^2/s, ell 1341 um
total 760.0 Torr: D_gas 0.2413 cm^2/s, ell 0.1765 um
hydraulic Knudsen, gap 0.2 um: D 0.5470 cm^2/s, lambda 2.31 um
  depth: front law 21.47, finite sticking 20.85, simulated 20.85 um
hydraulic Knudsen, gap 0.4 um: D 1.0939 cm^2/s, lambda 4.62 um
  depth: front law 42.94, finite sticking 41.69, simulated 41.69 um
  simulated depth ratio 2.000, exponent 1.000
gas diffusion, gap 2.0 um: D 0.2413 cm^2/s, lambda 4.85 um
  depth: front law 45.09, finite sticking 43.79, simulated 43.79 um
gas diffusion, gap 4.0 um: D 0.2413 cm^2/s, lambda 6.86 um
  depth: front law 63.77, finite sticking 61.93, simulated 61.92 um
  simulated depth ratio 1.414, exponent 0.500
collisionless slit, gap 0.2 um: depth 26.84 um, depth/gap 134.2
collisionless slit, gap 0.4 um: depth 53.32 um, depth/gap 133.3
  depth ratio 1.986, exponent 0.990
  collisionless / hydraulic depth at larger gap 1.279
H/ell 0.1: D/D_gas formula 0.2091, random flights 0.2079
H/ell 1.0: D/D_gas formula 0.6839, random flights 0.6969
H/ell 10.0: D/D_gas formula 0.9625, random flights 0.9637
H/ell 0.001: local exponent for x >> ell 0.932
H/ell 0.01: local exponent for x >> ell 0.901
H/ell 0.1: local exponent for x >> ell 0.831
H/ell 1.0: local exponent for x >> ell 0.663
H/ell 10.0: local exponent for x >> ell 0.519
H/ell 100.0: local exponent for x >> ell 0.502
low pressure, larger gap: depth/ell 0.0398
760 Torr, gap 2 um: H/ell 11.3, depth with wall collisions 43.06 um
760 Torr, gap 4 um: H/ell 22.7, depth with wall collisions 61.41 um
  exponent with wall collisions 0.512
stored gas / wall capacity, 4 um gap 8.43e-05
cross-gap number kH/(2D), 4 um gap 0.085
narrowing after 100 cycles at 0.1 nm per cycle: 20 nm
  fraction of 0.2 um gap 0.100
outer gas layer 1 mm, 4 um gap: extra length 8.80 um
  front depth 63.77 um falls to 55.58 um
```
